# Why the Interband-Tunnelling Field Ceiling Rises with Band Gap

**Q.** A reverse-biased junction can leak because valence electrons tunnel into the conduction band. Why does a wider gap let me apply a larger field before this happens? Is the barrier simply higher?

**A.** It is higher, and at a given field it is also longer. Take a uniform field of magnitude $F$ along $x$, with $e>0$. Both band edges tilt, while the electron's total energy stays fixed. Let the electron leave the valence edge at $x=0$. At position $x$ it lies at a height $\varepsilon=eFx$ above the local valence edge. It reaches the conduction edge when $\varepsilon=E_g$, so the forbidden region has length

$$L=\frac{E_g}{eF}.$$

In that region the wave number is imaginary, $k=i\kappa$, and the WKB amplitude falls as $\exp(-\int\kappa\,dx)$. The probability is its square, $e^{-S}$ apart from a prefactor. Since $dx=d\varepsilon/(eF)$,

$$S=2\int_0^L\kappa\,dx=\frac{2}{eF}\int_0^{E_g}\kappa(\varepsilon)\,d\varepsilon .$$

This takes zero transverse momentum, measured from each band edge, which gives the smallest exponent for the band models used below.

**Q.** How does the gap enter $\kappa$?

**A.** Define the reduced mass along the field by $1/m_r=1/m_c+1/m_v$, with $m_c$ and $m_v$ the positive electron and hole masses. Suppose the crystals being compared have the same evanescent band when energies are measured in units of the gap:

$$\kappa=\frac{\sqrt{2m_rE_g}}{\hbar}\,g(s),\qquad s=\frac{\varepsilon}{E_g}.$$

With $d\varepsilon=E_g\,ds$,

$$S=C\,\frac{\sqrt{m_r}\,E_g^{3/2}}{\hbar eF},\qquad C=2\sqrt2\int_0^1 g(s)\,ds .$$

One power of $E_g$ comes from the barrier length and half a power from the decay constant. Solving for the field at fixed $S$ gives

$$F=\frac{C}{\hbar eS}\sqrt{m_r}\,E_g^{3/2}.$$

If only the length grew, a field proportional to $E_g$ would restore it. At fixed $m_r$ the decay is also faster, so the barrier must end up shorter than before: at fixed $S$ and $C$, $L=E_g/(eF)\propto1/\sqrt{m_rE_g}$.

**Q.** Can you obtain $C$ from an actual band model?

**A.** For a direct gap, take two symmetric coupled bands,

$$H=\hbar vk\,\sigma_x+\tfrac12E_g\,\sigma_z,\qquad E^2=\tfrac14E_g^2+\hbar^2v^2k^2 ,$$

where $v$ is the interband velocity and energy is measured from midgap. Near $k=0$ the band separation is

$$\sqrt{E_g^2+4\hbar^2v^2k^2}\simeq E_g+\frac{2\hbar^2v^2k^2}{E_g}.$$

It must equal $E_g+\hbar^2k^2/(2m_r)$, so $m_r=E_g/(4v^2)$. Setting $k=i\kappa$ gives $\kappa=\sqrt{E_g^2/4-E^2}/(\hbar v)$. Its integral over the gap is the area of a half-disc of radius $E_g/2$, divided by $\hbar v$:

$$S=\frac{2}{eF}\,\frac{\pi E_g^2}{8\hbar v}=\frac{\pi E_g^2}{4\hbar veF}=\frac{\pi}{2}\,\frac{\sqrt{m_r}E_g^{3/2}}{\hbar eF}.$$

The last step uses $v=\frac12\sqrt{E_g/m_r}$. Hence $C=\pi/2$.

WKB can be avoided here. The field sweeps the crystal momentum at the rate $\hbar|\dot k|=eF$, and one can integrate the time-dependent two-band equation, starting in the lower band, from $\hbar vk=-20E_g$ to $+20E_g$. For $E_g=1.1$ eV and $\hbar v=0.5$ eV nm, the band curvature gives $m_r=0.0838\,m_0$, with $m_0$ the free-electron mass. The formula then requires 3.80 MV/cm for $S=5$. At the unrounded field, 3.801 MV/cm, the integration gives a transfer probability $P$ with $-\ln P=5.0000$.

**Q.** You wrote $m_r=E_g/(4v^2)$. Doesn't the mass then change with the gap too?

**A.** Yes, if $v$ is held fixed. Then $\sqrt{m_r}\propto\sqrt{E_g}$ and the field ceiling grows as $E_g^2$. Tripling the gap to 3.3 eV at the same $\hbar v$ raises the field for $S=5$ to 34.2 MV/cm, nine times the earlier value. The three-halves power is the dependence at fixed $m_r$.

**Q.** Silicon has an indirect gap. Does the formula survive when a phonon must supply crystal momentum?

**A.** The scaling survives, with another $C$. Use parabolic tails and leave out the phonon energy for now:

$$\kappa_v=\frac{\sqrt{2m_v\varepsilon}}{\hbar},\qquad \kappa_c=\frac{\sqrt{2m_c(E_g-\varepsilon)}}{\hbar}.$$

If the phonon coupling varies little with phonon momentum $q$, the rate contains $\sum_q|\int\psi_c^*e^{iqx}\psi_v\,dx|^2$. By completeness of the plane waves this is proportional to $\int|\psi_c|^2|\psi_v|^2dx$. The electron thus follows the valence tail up to some height $\varepsilon_s$ and the conduction tail from there:

$$S(\varepsilon_s)=\frac{2}{eF}\left[\int_0^{\varepsilon_s}\kappa_v\,d\varepsilon+\int_{\varepsilon_s}^{E_g}\kappa_c\,d\varepsilon\right],\qquad \frac{dS}{d\varepsilon_s}=\frac{2}{eF}(\kappa_v-\kappa_c).$$

Because $\kappa_v$ rises and $\kappa_c$ falls with height, $S$ has its minimum where they are equal. With $M=m_c+m_v$, the condition $m_v\varepsilon_s=m_c(E_g-\varepsilon_s)$ gives $\varepsilon_s=m_cE_g/M$ and $E_g-\varepsilon_s=m_vE_g/M$. The two integrals add to

$$\frac{2\sqrt2}{3\hbar}\left(\frac{E_g}{M}\right)^{3/2}\!\left(m_v^{1/2}m_c^{3/2}+m_c^{1/2}m_v^{3/2}\right)
=\frac{2\sqrt2}{3\hbar}E_g^{3/2}\sqrt{\frac{m_cm_v}{M}},$$

because the bracket equals $\sqrt{m_cm_v}\,M$. The root is $\sqrt{m_r}$, and the factor $2/(eF)$ gives $C=4\sqrt2/3\simeq1.886$ for any mass ratio.

**Q.** What fields does this give?

**A.** Take rough, rounded values for silicon: $E_g=1.1$ eV and $m_c=m_v=0.2\,m_0$, so $m_r=0.100\,m_0$. Compare an unnamed indirect wide-gap model crystal with $E_g=3.3$ eV, $m_c=0.4\,m_0$, $m_v=0.6\,m_0$ and $m_r=0.240\,m_0$. Hold both at $S=20$, where $e^{-S}=2.1\times10^{-9}$. This is a chosen suppression factor, not a leakage specification.

The two-band numbers above supply the unit conversion. From $m_r=E_g/(4v^2)$,

$$\frac{\hbar^2}{m_0}=\frac{4(0.0838)(0.5\ \mathrm{eV\,nm})^2}{1.1\ \mathrm{eV}}=0.0762\ \mathrm{eV\,nm^2}.$$

For silicon, therefore,

$$eF=\frac{1.886}{20}\sqrt{\frac{0.100}{0.0762}}\,(1.1)^{3/2}\ \mathrm{eV/nm}=0.125\ \mathrm{eV/nm},$$

or $F=1.25$ MV/cm ($2.4\times10^{-4}$ atomic units), since 1 V/nm is 10 MV/cm. The ratio of the two ceilings is

$$\left(\frac{3.3}{1.1}\right)^{3/2}\sqrt{\frac{0.240}{0.100}}=5.196\times1.549=8.05,$$

so the wide-gap ceiling is 10.0 MV/cm ($2.0\times10^{-3}$ atomic units). The barrier lengths are 8.8 nm in silicon and 3.3 nm in the wide-gap crystal: the wider gap does need the shorter barrier at equal $S$. Had the wide-gap crystal been direct and two-band with the same $m_r$, its ceiling would be 8.4 MV/cm, lower by the ratio of the two values of $C$.

**Q.** My instrument measures current, not an exponent. Does equal $S$ mean equal leakage?

**A.** No, because the prefactor differs. Let $u=eFx$ and $\theta_i=(\hbar^2e^2F^2/2m_i)^{1/3}$ for $i=c,v$. In a uniform field the energy-normalized states are $(\sqrt{eF}/\theta_i)$ times Airy functions. Transverse energies $E_c$ and $E_v$ widen the gap to $E_g+E_\perp$, with $E_\perp=E_c+E_v$. Each transverse density of states is constant and proportional to its mass (taken isotropic), and $\int dE_c\,dE_v$ becomes $\int E_\perp dE_\perp$. An energy interval $dE$ corresponds to a length $dE/(eF)$, which gives a factor $eF$ in the rate per volume; $dx=du/(eF)$ cancels it. After shifting the origin of $u$,

$$G\propto\frac{F^2m_cm_v}{\theta_c^2\theta_v^2}\int_0^\infty\! E_\perp dE_\perp\int\! du\,\mathrm{Ai}^2\!\left(\frac{E_g+E_\perp-u}{\theta_c}\right)\mathrm{Ai}^2\!\left(\frac{u}{\theta_v}\right).$$

For large $S$, use $\mathrm{Ai}^2(z)\simeq e^{-4z^{3/2}/3}/(4\pi\sqrt z)$ and collect the factors:

- The $\theta$ factors become $(\theta_c\theta_v)^{-3/2}\propto(m_cm_v)^{1/2}/F^2$. With $F^2m_cm_v$ in front, this leaves $(m_cm_v)^{3/2}$.
- The remaining roots give $[\varepsilon_s(E_g-\varepsilon_s)]^{-1/2}=M/(E_g\sqrt{m_cm_v})$.
- The Gaussian integral over $u$ gives $(S'')^{-1/2}$. Differentiating $2(\kappa_v-\kappa_c)/(eF)$ at $\varepsilon_s$ gives $S''\propto F^{-1}M^{3/2}/\sqrt{m_cm_vE_g}$, so the factor is $F^{1/2}E_g^{1/4}(m_cm_v)^{1/4}M^{-3/4}$.
- The transverse integral is $\int E_\perp e^{-\beta E_\perp}dE_\perp=\beta^{-2}$, with $\beta=dS/dE_g\propto\sqrt{m_rE_g}/F$. It contributes $F^2/(m_rE_g)$.

The mass factors multiply to $(m_cm_v)^{5/4}M^{1/4}/m_r=(m_cm_v)^{3/2}m_r^{-5/4}$. At leading order in $1/S$, and at equal phonon coupling and valley number,

$$G\propto F^{5/2}(m_cm_v)^{3/2}m_r^{-5/4}E_g^{-7/4}e^{-S}.$$

Direct integration over the Airy functions tests this law. Starting from the silicon parameters at $S=200$, I separately changed $S$ to 100, $E_g$ to 3.3 eV at fixed $S$, and $m_v$ to $0.6\,m_0$ at fixed $S$. Each predicted change in $\ln G$ agreed within 0.05.

Setting the wide-gap rate equal to silicon's rate at $S=20$ requires

$$S_w=20+\tfrac52\ln\frac{F_w}{F_{\rm Si}}+\tfrac32\ln\frac{0.24}{0.04}-\tfrac54\ln2.4-\tfrac74\ln3 .$$

Together with $S_w\propto1/F_w$, this gives $F_w=8.2$ MV/cm and $S_w=24.4$. The field ratio falls from 8.05 to 6.6. The three-halves law is thus the leading dependence, with a logarithmic correction that is not negligible here.

**Q.** What else moves these ceilings?

**A.** The following shifts are relative to the simple ceilings at $S=20$, changing one item at a time; all inputs are rough or chosen.

- **Phonon energy.** Emission replaces $E_g$ by $E_g+\hbar\omega$, and absorption replaces it by $E_g-\hbar\omega$. For $\hbar\omega=0.06$ eV in silicon the field shifts by about $\pm8\%$; for 0.10 eV in the wide-gap crystal, by about $\pm5\%$. At 300 K and the original field, the absorption-to-emission ratio, from phonon occupations and exponents alone, is 2.6 in silicon and 0.13 in the wide-gap crystal. Phonons of these energies are scarce in both, but silicon's exponent gains more from absorption than the scarcity costs. Silicon also has a softer acoustic phonon of about 0.019 eV that assists tunnelling; it is not scarce at 300 K (occupation about 0.9), and its ratio is about 1.4.
- **Curved tails.** Multiplying each $\kappa^2$ by $1-d/E_d$, with $d$ the depth from its band edge and $E_d$ a direct gap, lowers the field by 5% in silicon ($E_d=3.4$ eV) and 9% in the wide-gap crystal ($E_d=6.0$ eV).
- **Mass direction.** An electron mass of $0.9\,m_0$ along the field raises silicon's ceiling by 28%. For a field along a cube axis, silicon also has valleys with the light mass, and these have the smaller exponent.
- **Temperature.** A gap shrinking by 0.3 meV/K lowers the ceilings by 6% and 2% between 300 and 450 K.
- **Doping.** A doping density $N$ changes the field over the barrier by $eNL/(\epsilon_r\epsilon_0)$. With relative permittivity $\epsilon_r=12$ in silicon and 10 in the wide-gap crystal, $N=10^{17}\ \mathrm{cm^{-3}}$ changes it by 1.1% in silicon and less than 0.1% in the wide-gap crystal. The change is proportional to doping at fixed $L$, so near $10^{19}\ \mathrm{cm^{-3}}$ the uniform-field formula fails for silicon. A one-sided junction doped at $10^{17}\ \mathrm{cm^{-3}}$ would avalanche before its peak field reached either ceiling. With the ionization model below, the ceiling comes first only above about $1.5\times10^{17}\ \mathrm{cm^{-3}}$ in silicon and $1.6\times10^{19}\ \mathrm{cm^{-3}}$ in the wide-gap crystal, where the field changes over the barrier by about 2% and 9%.

The WKB estimate also loses its meaning as a small tunnelling probability when $S$ is no longer large.

**Q.** Would a real power device reach 10 MV/cm?

**A.** Avalanche would probably stop it first. For an estimate, let a carrier ionize after gaining $E_i=1.5E_g$ without a collision. It then needs a free flight of length $E_i/(eF)$, which for mean free path $\lambda$ has probability $\exp[-E_i/(eF\lambda)]$. As a rough assumption, count one attempt per such length. The ionization coefficient is then

$$\alpha=\frac{eF}{E_i}\exp\left(-\frac{E_i}{eF\lambda}\right).$$

If electrons and holes ionize equally, the electron current obeys $dJ_n/dx=\alpha J$, with total current $J$ constant. Across a layer of width $W$ this gives $J-J_{n0}=\alpha WJ$, where $J_{n0}$ is the injected current. The multiplication $J/J_{n0}=1/(1-\alpha W)$ diverges at $\alpha W=1$. For $\lambda=6$ nm and $W=1$ µm in both crystals, breakdown comes at 0.73 MV/cm in silicon and 2.2 MV/cm in the wide-gap crystal. The tunnelling exponents there are 34 and 92.

Real silicon layers of this width break down at roughly a few tenths of a MV/cm, so the silicon estimate is high. With equal $\lambda$ and $W$ the model makes the breakdown field exactly proportional to $E_g$, a ratio of 3 here. Published ionization coefficients for 1 µm layers give roughly 0.3 MV/cm in silicon and 2.7 MV/cm in 4H-SiC, which has a similar wide gap, a ratio near 8. The model shows which mechanism comes first, not the real ratio of breakdown fields. Tunnelling in heavily doped silicon junctions becomes important at fields of order 1 MV/cm, the size found above. The assumption that thick devices break is that tunnelling acts alone: in this estimate, avalanche lowers the usable field from 1.25 to 0.73 MV/cm in silicon and from 10 to 2.2 MV/cm in the wide-gap crystal. In a thinner layer $\alpha W=1$ needs a larger field, while the tunnelling exponent does not depend on $W$ as long as the layer contains the whole barrier. That is where the tunnelling ceiling can become the practical limit. In this model the crossover $W=1/\alpha$ at the ceiling field is about 120 nm in silicon and 11 nm in the wide-gap crystal. The latter is only about twice the flight length $E_i/(eF)$, so the local coefficient $\alpha$ is unreliable there. Leakage through defect levels, left out here, can also set in at lower fields in real devices.

## Values computed for the example and the checks

```
fixed exponent S = 20 (dimensionless)
exp(-S) = 2.06e-09 (dimensionless)
C direct, indirect = 1.5708, 1.8856
two-band: gap 1.1 eV, hbar*v 0.5 eV nm, m_r 0.0838 m0
  field 3.80 MV/cm, -ln P 5.0000 (target 5)
two-band: gap 3.3 eV, hbar*v 0.5 eV nm, m_r 0.2515 m0
  field 34.21 MV/cm, -ln P 5.0000 (target 5)
two-band: gap 3.3 eV, hbar*v 0.9 eV nm, m_r 0.0776 m0
  field 19.01 MV/cm, -ln P 5.0000 (target 5)
fixed-v field ratio, gap x3: 9.000
rate-law log error, example pair: -0.0000
hot, room temperature = 450, 300 K; gap slope = -0.3 meV/K
doping = 1e+17 cm^-3; avalanche path = 6 nm, layer = 1000 nm
Si: gap 1.1 eV; m_c 0.2, m_v 0.2, m_r 0.100 m0
Si: tunnelling ceiling = 1.246 MV/cm
Si: barrier length = 8.83 nm
Si: phonon 0.06 eV; direct gap 3.4 eV; permittivity 12
Si: field shift, phonon emission = +8.3 %
Si: field shift, absorption = -8.1 %
Si: absorption/emission rate, 300 K = 2.59
Si: field shift, bent tails = -5.0 %
Si: field shift, m_c 0.9 m0 = +27.9 %
Si: field shift, 450 K gap = -6.1 %
Si: field drop over barrier = 1.07 %
Si: avalanche estimate = 0.73 MV/cm
Si: tunnelling S at that field = 34.3
wide: gap 3.3 eV; m_c 0.4, m_v 0.6, m_r 0.240 m0
wide: tunnelling ceiling = 10.031 MV/cm
wide: barrier length = 3.29 nm
wide: phonon 0.10 eV; direct gap 6.0 eV; permittivity 10
wide: field shift, phonon emission = +4.6 %
wide: field shift, absorption = -4.5 %
wide: absorption/emission rate, 300 K = 0.13
wide: field shift, bent tails = -9.4 %
wide: field shift, m_c 0.6 m0 = +11.8 %
wide: field shift, 450 K gap = -2.0 %
wide: field drop over barrier = 0.06 %
wide: avalanche estimate = 2.18 MV/cm
wide: tunnelling S at that field = 92.0
gap factor = 5.196; mass factor = 1.549
ceiling ratio wide/Si = 8.050
wide at Si generation rate: 8.23 MV/cm, S 24.39
equal-rate field ratio = 6.601
wide, if direct two-band: 8.36 MV/cm
ceilings in atomic units: Si 2.423e-04, wide 1.951e-03
```
